**Electronic stopping of an ion moving parallel to undoped graphene**

In Dirac-cone linear response at zero temperature, a charge $Z$ at height $b$ has no electronic stopping when its speed $v$ is below the Fermi velocity $v_F$. For $m=v/v_F>1$ the stopping force is $S=\frac{Z^2a}{4b^2m}\left[1-a/\sqrt{a^2+m^2-1}\right]$ in atomic units, with $a=\pi/(2v_F)$. The program sums the density response from Dirac spinors and asserts that it agrees with the closed form below and above the pair threshold. It also asserts that the drag and the attraction, obtained by finite differences of the induced potential, agree with their formulas, and that the loss below $v_F$ halves when the damping is halved. For a proton 1 nm above the sheet, the output shows zero drag at 1 keV with an attraction of 0.282 eV/nm, and a stopping force of 0.0328 eV/nm at 10 keV. Further lines size what the ideal model omits: at 300 K the 1 keV proton loses $3.5\times10^{-4}$ eV/nm over neutral graphene and $1.1\times10^{-3}$ eV/nm with a Fermi level of 0.1 eV. The screened coupling of 0.49 shows that linear response is not guaranteed to be accurate for a real proton.

## Verification by program

```python
"""
Result under test: a charge Z moving parallel to undoped graphene at T = 0
has no electronic stopping in Dirac-cone linear response (RPA) if v < vF.
For m = v/vF > 1 the stopping force is
    S = Z^2 a/(4 b^2 m) * (1 - a/sqrt(a^2 + m^2 - 1)),  a = pi/(2 vF).
Symbols (Hartree atomic units inside the program):
  vF Fermi speed, b height of the ion, q wave number, w frequency,
  u = w/(vF q), chi0 density response of independent electrons,
  eps = 1 - (2 pi/q) chi0 dielectric function of the sheet, Z = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit

HARTREE_EV = const.value("Hartree energy in eV")
BOHR_NM = const.value("Bohr radius") * 1e9
SPEED_AU = const.value("atomic unit of velocity")
KB_EV = const.k / const.e
FORCE = HARTREE_EV / BOHR_NM            # eV/nm per atomic unit of force

# ---- chosen inputs -------------------------------------------------------
vf_si = 1.0e6                           # m/s
height_nm = 1.0
energy_slow_ev, energy_fast_ev = 1.0e3, 1.0e4
temperature_k, fermi_level_ev = 300.0, 0.1
bond_nm = 0.142                         # rough carbon-carbon distance

vf = vf_si / SPEED_AU
b = height_nm / BOHR_NM
a = np.pi / (2 * vf)
speed_slow = np.sqrt(2 * energy_slow_ev * const.e / const.m_p)
speed_fast = np.sqrt(2 * energy_fast_ev * const.e / const.m_p)
m_slow, m_fast = speed_slow / vf_si, speed_fast / vf_si
threshold_kev = 0.5 * const.m_p * vf_si**2 / const.e / 1e3


# ---- response from the definition: sum over Dirac spinors ----------------
def chi0_from_spinors(q, freq, occupation, n_mu, n_nu, mu_max=18.0):
    """Sum over k and bands; elliptic coordinates only place the k points."""
    mu = ((np.arange(n_mu) + 0.5) * mu_max / n_mu)[:, None]
    nu = ((np.arange(n_nu) + 0.5) * 2 * np.pi / n_nu)[None, :]
    k = 0.5 * q * (np.cosh(mu) * np.cos(nu) - 1
                   + 1j * np.sinh(mu) * np.sin(nu))
    k2 = k + q
    area = (0.25 * q**2 * (np.cosh(mu)**2 - np.cos(nu)**2)
            * (mu_max / n_mu) * (2 * np.pi / n_nu))
    size, size2 = np.abs(k), np.abs(k2)
    phase = np.conj(k / size) * (k2 / size2)
    total = 0.0
    for s in (1, -1):
        for s2 in (1, -1):
            overlap = np.abs(1 + s * s2 * phase)**2 / 4
            e1, e2 = s * vf * size, s2 * vf * size2
            change = occupation(e1) - occupation(e2)
            total += np.sum(area * overlap * change / (freq + e1 - e2))
    return 4 * total / (4 * np.pi**2)


def filled_lower_cone(energy):
    return (energy < 0).astype(float)


# The cheapest interband pair of momentum q costs vF q.
rng = np.random.default_rng(1)
k_random = rng.uniform(-1.5, 0.5, 200000) + 1j * rng.uniform(-.5, .5, 200000)
pair_cost = np.abs(k_random) + np.abs(k_random + 1)
assert 1 - 1e-12 < pair_cost.min() < 1.001

# Closed form of chi0 below and above the pair threshold.
q_test = 1 / b
chi_error = 0.0
for u in (m_slow, 0.9, m_fast + 0.05j):
    direct = chi0_from_spinors(q_test, u * vf * q_test,
                               filled_lower_cone, 1500, 64)
    closed = -q_test / (4 * vf * np.sqrt(1 - complex(u)**2))
    chi_error = max(chi_error, abs(direct / closed - 1))
assert chi_error < 1e-6


# With damping halved, loss below vF halves (no hidden pole); above it stays.
def loss_from_spinors(u, damping):
    chi = chi0_from_spinors(q_test, (u + 1j * damping) * vf * q_test,
                            filled_lower_cone, 3000, 64)
    return (-1 / (1 - 2 * np.pi / q_test * chi)).imag


ratio_below = loss_from_spinors(m_slow, .01) / loss_from_spinors(m_slow, .02)
ratio_above = loss_from_spinors(m_fast, .01) / loss_from_spinors(m_fast, .02)
assert abs(ratio_below - 0.5) < 0.01
assert abs(ratio_above - 1.0) < 0.03


# ---- forces on the ion from the induced potential ------------------------
def induced_potential(dx, z, mach):
    """Induced potential at distance dx ahead of the ion and height z."""
    x, weight = np.polynomial.laguerre.laggauss(30)
    q = (x / (2 * b))[:, None]
    n_theta = 20000
    cosine = np.cos((np.arange(n_theta) + 0.5) * 2 * np.pi / n_theta)
    u = mach * cosine
    size = np.sqrt(np.abs(1 - u**2))
    root = np.where(np.abs(u) < 1, size, -1j * np.sign(u) * size)
    inverse_eps = root / (root + a)
    field = (inverse_eps - 1) * np.exp(1j * q * cosine * dx)
    radial = weight / (2 * b) * np.exp(-q[:, 0] * (z - b))
    return (radial @ field.sum(axis=1)).real / n_theta


def drag_and_attraction(mach):
    h = 1e-3 * b
    drag = (induced_potential(h, b, mach)
            - induced_potential(-h, b, mach)) / (2 * h)
    pull = (induced_potential(0, b + h, mach)
            - induced_potential(0, b - h, mach)) / (2 * h)
    return drag, pull


def stopping_formula(mach):
    if mach <= 1:
        return 0.0
    return a / (4 * b**2 * mach) * (1 - a / np.sqrt(a**2 + mach**2 - 1))


drag_slow, pull_slow = drag_and_attraction(m_slow)
drag_fast, pull_fast = drag_and_attraction(m_fast)
assert abs(drag_slow) < 1e-9 * pull_slow
assert abs(drag_fast / stopping_formula(m_fast) - 1) < 1e-4
pull_formula = quad(lambda t: a / (a + np.sqrt(1 - (m_slow * np.cos(t))**2)),
                    0, np.pi)[0] / np.pi / (4 * b**2)
assert abs(pull_slow / pull_formula - 1) < 1e-4

# Unscreened stopping: angular integral of the bare loss a/sqrt(u^2 - 1).
edge = np.arccos(1 / m_fast)
bare_angle = quad(lambda t: np.cos(t) * a
                  / np.sqrt(abs((m_fast * np.cos(t))**2 - 1)),
                  0, edge, limit=200)[0]
bare_fast = 4 * bare_angle / (8 * np.pi * b**2)
assert abs(bare_fast / (a / (4 * b**2 * m_fast)) - 1) < 1e-5


# ---- neglected effect: thermal and doped carriers ------------------------
def chi0_with_carriers(q, u, kt, level, n_mu=600, n_nu=128):
    """chi0 on the real axis for |u| < 1, electrons and holes included."""
    u = np.atleast_1d(u)
    step = 18.0 / n_mu
    mu = (np.arange(n_mu) + 0.5) * step
    ch, sh = np.cosh(mu), np.sinh(mu)
    nu = (np.arange(n_nu) + 0.5) * np.pi / n_nu
    c = np.concatenate([np.cos(nu), u])

    def carriers(e):
        return expit((level - e) / kt) + expit((-level - e) / kt)

    near = carriers(0.5 * vf * q * (ch[:, None] - c))
    far = carriers(0.5 * vf * q * (ch[:, None] + c))
    d = step * (sh**2 @ (near - far))
    d_nodes, d_u = d[:n_nu], d[n_nu:]
    unit = q / (4 * np.pi**2 * vf)
    # the principal value of 1/(u - cos nu) over (0, pi) is zero
    principal = ((d_nodes - d_u[:, None])
                 / (u[:, None] - np.cos(nu))).sum(axis=1) * np.pi / n_nu
    blocked = near[:, :n_nu] @ np.sin(nu)**2 * 2 * np.pi / n_nu
    kernel = 2 * ch / (ch**2 - u[:, None]**2)
    root = np.sqrt(1 - u**2)
    real = (-q / (4 * vf * root) + unit * step * (kernel @ blocked)
            + 2 * unit * principal)
    return real - 1j * q * d_u / (2 * np.pi * vf * root)


kt_room = KB_EV * temperature_k / HARTREE_EV
level = fermi_level_ev / HARTREE_EV
q_half = 0.5 / b
eta = 0.01
samples = [chi0_from_spinors(q_half, (0.3 + 1j * n * eta) * vf * q_half,
                             lambda e: expit((level - e) / kt_room), 300, 1600)
           for n in (1, 2, 4)]
extrapolated = (8 * samples[0] - 6 * samples[1] + samples[2]) / 3
carrier_chi = chi0_with_carriers(q_half, 0.3, kt_room, level)[0]
# tolerance: remainder of the extrapolation to zero damping
assert abs(carrier_chi - extrapolated) < 5e-3 * abs(extrapolated.imag)


def stopping_with_carriers(mach, kt, level, n_q=60, n_mu=600, n_nu=128):
    t, wt = np.polynomial.legendre.leggauss(n_q)
    t, wt = (t + 1) / 2, wt / 2
    q_max = 2 * (level + 30 * kt) / (vf * (1 - mach))
    angle, wa = np.polynomial.legendre.leggauss(16)
    angle, wa = (angle + 1) * np.pi / 4, wa * np.pi / 4
    total = 0.0
    for ti, wi in zip(t, wt):
        q = q_max * ti**2
        chi = chi0_with_carriers(q, mach * np.cos(angle), kt, level,
                                 n_mu, n_nu)
        loss = (-1 / (1 - 2 * np.pi / q * chi)).imag
        total += (wi * 2 * q_max * ti * q * np.exp(-2 * q * b)
                  * np.sum(wa * np.cos(angle) * loss))
    return 2 / np.pi * total


warm = stopping_with_carriers(m_slow, kt_room, 0.0)
warm_coarse = stopping_with_carriers(m_slow, kt_room, 0.0, 40, 400, 96)
doped = stopping_with_carriers(m_slow, kt_room, level)
doped_coarse = stopping_with_carriers(m_slow, kt_room, level, 40, 400, 96)
cold = stopping_with_carriers(m_slow, kt_room / 10, 0.0)
colder = stopping_with_carriers(m_slow, kt_room / 20, 0.0)
assert warm > 0 and doped > 0
assert abs(warm_coarse / warm - 1) < 0.01
assert abs(doped_coarse / doped - 1) < 0.01
# quadratic law up to the factor exp(-2 q b) at small thermal q
assert abs(cold / colder / 4 - 1) < 0.06


# ---- neglected effect: real lattice bands (nearest-neighbour hopping) -----
def lattice_pair_speed(q_nm, n_k):
    """Smallest pair energy divided by vF q, over k and direction of q."""
    grid = np.exp(2j * np.pi * np.arange(n_k) / n_k)
    p1, p2 = grid[:, None], grid[None, :]
    start = np.abs(1 + p1 + p2)
    best = np.inf
    for angle in np.radians(np.linspace(0, 30, 7)):
        qx, qy = q_nm * np.cos(angle), q_nm * np.sin(angle)
        s1 = np.exp(1j * bond_nm * (1.5 * qx + np.sqrt(3) / 2 * qy))
        s2 = np.exp(1j * bond_nm * (1.5 * qx - np.sqrt(3) / 2 * qy))
        best = min(best, (start + np.abs(1 + p1 * s1 + p2 * s2)).min())
    return best * 2 / (3 * bond_nm * q_nm)


def first_open_momentum(mach, n_k):
    for q_nm in np.arange(1, 201) * 0.1:
        if lattice_pair_speed(q_nm, n_k) <= mach:
            return q_nm
    raise AssertionError("no open momentum found in the scanned range")


assert abs(lattice_pair_speed(0.01, 48) - 1) < 1e-3
lattice_ratio = lattice_pair_speed(1 / height_nm, 48)
q_open = first_open_momentum(m_slow, 48)
q_open_fine = first_open_momentum(m_slow, 96)
assert abs(q_open - q_open_fine) < 0.25

eps_static = 1 + a
path_nm = np.sqrt(4 * energy_slow_ev * 0.1 / (pull_slow * FORCE))
density_cm2 = (level / vf)**2 / np.pi / (BOHR_NM * 1e-7)**2

# ---- output --------------------------------------------------------------
print(f"Fermi speed: {vf_si:.2e} m/s = {vf:.4f} a.u.")
print(f"height of proton: {height_nm:.1f} nm = {b:.3f} bohr")
print(f"a = pi/(2 vF): {a:.4f}")
print(f"static dielectric function 1+a: {eps_static:.4f}")
print(f"proton energy at v = vF: {threshold_kev:.3f} keV")
print(f"slow proton energy: {energy_slow_ev/1e3:.1f} keV")
print(f"slow proton speed: {speed_slow:.4e} m/s")
print(f"slow proton v/vF: {m_slow:.4f}")
print(f"fast proton energy: {energy_fast_ev/1e3:.1f} keV")
print(f"fast proton speed: {speed_fast:.4e} m/s")
print(f"fast proton v/vF: {m_fast:.4f}")
print(f"pair threshold at q = 1/b: {vf/b*HARTREE_EV:.4f} eV")
print(f"most the slow proton supplies: {m_slow*vf/b*HARTREE_EV:.4f} eV")
print(f"most the fast proton supplies: {m_fast*vf/b*HARTREE_EV:.4f} eV")
print(f"chi0, largest relative error of formula: {chi_error:.1e}")
print(f"loss ratio, damping halved, slow: {ratio_below:.4f}")
print(f"loss ratio, damping halved, fast: {ratio_above:.4f}")
print(f"slow: numerical drag/attraction: {abs(drag_slow/pull_slow):.0e}")
print(f"slow: attraction to sheet: {pull_slow*FORCE:.4f} eV/nm")
print(f"fast: stopping, formula: {stopping_formula(m_fast)*FORCE:.5f} eV/nm")
print(f"fast: stopping, from potential: {drag_fast*FORCE:.5f} eV/nm")
print(f"fast: stopping, unscreened: {bare_fast*FORCE:.4f} eV/nm")
print("Neglected effects, slow proton")
print(f"temperature: {temperature_k:.0f} K, kT = {kt_room*HARTREE_EV:.5f} eV")
print(f"stopping, neutral, 300 K: {warm*FORCE:.3e} eV/nm")
print(f"  shift from coarser mesh: {(warm-warm_coarse)*FORCE:.1e} eV/nm")
print(f"stopping, neutral, 30 K: {cold*FORCE:.3e} eV/nm")
print(f"stopping, neutral, 15 K: {colder*FORCE:.3e} eV/nm")
print(f"ratio 30 K to 15 K: {cold/colder:.3f}")
print(f"Fermi level of doped case: {fermi_level_ev:.2f} eV")
print(f"its carrier density at T = 0: {density_cm2:.2e} cm^-2")
print(f"stopping, doped, 300 K: {doped*FORCE:.3e} eV/nm")
print(f"  shift from coarser mesh: {(doped-doped_coarse)*FORCE:.1e} eV/nm")
print(f"carbon-carbon distance: {bond_nm:.3f} nm")
print(f"lattice threshold speed/vF at q = 1/b: {lattice_ratio:.4f}")
print(f"lattice: first q open to slow proton: {q_open:.1f} nm^-1")
print(f"  shift from finer k mesh: {q_open_fine-q_open:.1f} nm^-1")
print(f"  its weight exp(-2qb): {np.exp(-2*q_open*height_nm):.1e}")
print(f"bare coupling Z/vF: {1/vf:.3f}")
print(f"screened coupling Z/(vF eps): {1/(vf*eps_static):.3f}")
print(f"path for 0.1 nm drop in height: {path_nm:.1f} nm")
print("done: every assertion held")
```

Running it gives:

```
Fermi speed: 1.00e+06 m/s = 0.4571 a.u.
height of proton: 1.0 nm = 18.897 bohr
a = pi/(2 vF): 3.4364
static dielectric function 1+a: 4.4364
proton energy at v = vF: 5.220 keV
slow proton energy: 1.0 keV
slow proton speed: 4.3769e+05 m/s
slow proton v/vF: 0.4377
fast proton energy: 10.0 keV
fast proton speed: 1.3841e+06 m/s
fast proton v/vF: 1.3841
pair threshold at q = 1/b: 0.6582 eV
most the slow proton supplies: 0.2881 eV
most the fast proton supplies: 0.9110 eV
chi0, largest relative error of formula: 1.9e-08
loss ratio, damping halved, slow: 0.5002
loss ratio, damping halved, fast: 1.0077
slow: numerical drag/attraction: 0e+00
slow: attraction to sheet: 0.2820 eV/nm
fast: stopping, formula: 0.03276 eV/nm
fast: stopping, from potential: 0.03276 eV/nm
fast: stopping, unscreened: 0.8938 eV/nm
Neglected effects, slow proton
temperature: 300 K, kT = 0.02585 eV
stopping, neutral, 300 K: 3.482e-04 eV/nm
  shift from coarser mesh: -3.6e-14 eV/nm
stopping, neutral, 30 K: 4.867e-06 eV/nm
stopping, neutral, 15 K: 1.241e-06 eV/nm
ratio 30 K to 15 K: 3.921
Fermi level of doped case: 0.10 eV
its carrier density at T = 0: 7.35e+11 cm^-2
stopping, doped, 300 K: 1.079e-03 eV/nm
  shift from coarser mesh: 6.2e-11 eV/nm
carbon-carbon distance: 0.142 nm
lattice threshold speed/vF at q = 1/b: 0.9620
lattice: first q open to slow proton: 10.3 nm^-1
  shift from finer k mesh: 0.0 nm^-1
  its weight exp(-2qb): 1.1e-09
bare coupling Z/vF: 2.188
screened coupling Z/(vF eps): 0.493
path for 0.1 nm drop in height: 37.7 nm
done: every assertion held
```
